# The driving force for crystallisation in a slightly undercooled silicon melt: verification in Python

```python
"""
Result under test: a pure melt undercooled by dT below its melting point Tm
has the crystallisation driving force
    mu_liquid - mu_solid = L * dT / Tm      (per atom, small dT),
where L is the latent heat per atom at Tm.

Energies are in eV, temperatures in K, lengths in nm.
k is the Boltzmann constant, mu a chemical potential, s an entropy per atom,
c a heat capacity per atom, gamma the crystal-melt interface energy.
The law is tested on a statistical model whose chemical potentials come from
partition functions. The solid has three quantum oscillators per atom; the
liquid has three softer ones and a set of excited local states.
The model tests thermodynamics; it is not a theory of real liquid silicon.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

k = const.value("Boltzmann constant in eV/K")
eV = const.e
hartree = const.value("Hartree energy in eV")

# Inputs of the silicon example
L = 0.52
Tm = 1685.0
dT = 10.0
T = Tm - dT
# Rough typical values for silicon
c_liquid = 3.3 * k
gamma_SI = 0.4                         # J/m^2
gamma = gamma_SI / eV * 1e-18          # eV/nm^2
v_solid, v_liquid = 0.020, 0.018       # nm^3 per atom
# Chosen sizes of the neglected effects
c_allowance = 1.0 * k
solute = 1e-3
radius = 1000.0
bar = 1e5 * 1e-27 / eV                 # eV/nm^3


def driving_force(undercooling):
    return L * undercooling / Tm


# ---------- statistical model ----------
quantum_solid = 0.050                  # oscillator quantum, eV
n_excited, e_excited = 20.0, 0.30      # excited local states of the liquid


def mu_oscillators(temp, quantum):
    return 3 * k * temp * np.log(2 * np.sinh(quantum / (2 * k * temp)))


def mu_solid(temp):
    return mu_oscillators(temp, quantum_solid)


def mu_liquid_unshifted(temp, quantum):
    local_sum = 1 + n_excited * np.exp(-e_excited / (k * temp))
    return mu_oscillators(temp, quantum) - k * temp * np.log(local_sum)


def entropy(mu, temp, step=0.5):
    return -(mu(temp + step) - mu(temp - step)) / (2 * step)


def enthalpy(mu, temp):
    return mu(temp) + temp * entropy(mu, temp)


def heat_capacity(mu, temp, step=2.0):
    second = (mu(temp + step) - 2 * mu(temp) + mu(temp - step)) / step**2
    return -temp * second


def entropy_mismatch(quantum):
    s_liq = entropy(lambda t: mu_liquid_unshifted(t, quantum), Tm)
    return (s_liq - entropy(mu_solid, Tm)) * Tm - L


# Two model parameters are set by the melting point and the latent heat
quantum_liquid = brentq(entropy_mismatch, 0.010, 0.050)
energy_shift = mu_solid(Tm) - mu_liquid_unshifted(Tm, quantum_liquid)


def mu_liquid(temp):
    return energy_shift + mu_liquid_unshifted(temp, quantum_liquid)


def model_force(undercooling):
    temp = Tm - undercooling
    return mu_liquid(temp) - mu_solid(temp)


def delta_c(temp):
    return heat_capacity(mu_liquid, temp) - heat_capacity(mu_solid, temp)


# Latent heat as an enthalpy difference
assert abs(enthalpy(mu_liquid, Tm) - enthalpy(mu_solid, Tm) - L) < 1e-8

# Linear law at small undercooling, and the bound on its error
force = driving_force(dT)
bound = c_allowance * dT**2 / (2 * T)
model_error = force - model_force(dT)
assert max(abs(delta_c(t)) for t in np.linspace(T, Tm, 11)) < c_allowance
assert 0 < abs(model_error) <= bound
assert abs(model_error) < 1e-3 * force

# The error grows as the square of the undercooling
error_ratio = (driving_force(2 * dT) - model_force(2 * dT)) / model_error
assert abs(error_ratio - 4) < 0.12

# Exact heat-capacity correction, tested at a large undercooling
dT_large = 300.0
T_large = Tm - dT_large
correction = quad(lambda t: delta_c(t) * (t - T_large) / t,
                  T_large, Tm, epsabs=1e-9)[0]
force_large = model_force(dT_large)
assert abs(driving_force(dT_large) - correction - force_large) < 1e-6

# Vapour pressures over liquid and solid, ideal monatomic vapour
mass = 28.0855 * const.atomic_mass
kT_SI = const.k * T
wavelength = const.h / np.sqrt(2 * np.pi * mass * kT_SI)
binding = 4.5                          # eV; cancels in the ratio


def log_pressure(mu_condensed):
    def mismatch(log_p):
        mu_gas = binding + k * T * (log_p + np.log(wavelength**3 / kT_SI))
        return mu_gas - mu_condensed
    return brentq(mismatch, -100, 100)


vapour_ratio = np.exp(force / (k * T))
found_ratio = np.exp(log_pressure(mu_liquid(T)) - log_pressure(mu_solid(T)))
assert abs(found_ratio - vapour_ratio) < 1e-4

# Reheating of an insulated melt by the latent heat
model_fraction = heat_capacity(mu_liquid, Tm) * dT / L


def heat_balance(temp):
    mixture = ((1 - model_fraction) * enthalpy(mu_liquid, temp)
               + model_fraction * enthalpy(mu_solid, temp))
    return mixture - enthalpy(mu_liquid, T)


T_final = brentq(heat_balance, T - 1, Tm + 5)
assert abs(T_final - Tm) < 0.05
frozen_fraction = c_liquid * dT / L

# Solute that stays wholly in the melt
T_liquidus = brentq(lambda t: mu_liquid(t) + k * t * np.log(1 - solute)
                    - mu_solid(t), 1500, 1800)
solute_shift = k * Tm**2 * solute / L
assert abs((Tm - T_liquidus) / solute_shift - 1) < 0.01
solute_loss = k * T * solute
assert abs(-k * T * np.log(1 - solute) / solute_loss - 1) < 0.001

# Pressure: melting-point shift found at 1000 bar, where it is easily seen
P_test = 1000 * bar
T_pressed = brentq(lambda t: mu_liquid(t) - mu_solid(t)
                   + P_test * (v_liquid - v_solid), 1500, 1800)
pressure_shift = Tm * (v_liquid - v_solid) * P_test / L
assert abs((T_pressed - Tm) / pressure_shift - 1) < 0.01
pressure_change = bar * (v_liquid - v_solid)


# Free energy of a spherical crystal in the melt
def sphere_energy(r):
    atoms = 4 * np.pi * r**3 / (3 * v_solid)
    return -atoms * force + 4 * np.pi * r**2 * gamma


r_critical = 2 * gamma * v_solid / force
barrier = 4 * np.pi * gamma * r_critical**2 / 3
top = minimize_scalar(lambda r: -sphere_energy(r), bounds=(1, 45),
                      method="bounded")
assert abs(top.x / r_critical - 1) < 1e-3
assert abs(-top.fun / barrier - 1) < 1e-6

curvature_loss = 2 * gamma * v_solid / radius
dr = 0.01
added_atoms = 4 * np.pi * ((radius + dr)**3 - (radius - dr)**3) / (3 * v_solid)
gain = -(sphere_energy(radius + dr) - sphere_energy(radius - dr)) / added_atoms
assert abs((force - gain) / curvature_loss - 1) < 1e-3

# ---------- printed numbers ----------
print(f"latent heat L: {L:.2f} eV per atom")
print(f"melting point Tm: {Tm:.0f} K")
print(f"undercooling dT: {dT:.0f} K")
print(f"interface temperature T: {T:.0f} K")
print(f"entropy of fusion L/Tm: {L / Tm * 1e3:.4f} meV/K per atom")
print(f"entropy of fusion in units of k: {L / (Tm * k):.2f}")
print(f"T*L/Tm, entropy term at T: {T * L / Tm:.5f} eV per atom")
print(f"driving force L*dT/Tm: {force * 1e3:.3f} meV per atom")
print(f"driving force: {force / hartree:.3e} hartree per atom")
print(f"driving force / latent heat: {100 * force / L:.3f} percent")
print(f"thermal energy kT: {k * T * 1e3:.1f} meV")
print(f"driving force / kT: {force / (k * T):.4f}")
print(f"vapour pressure ratio liquid/solid: {vapour_ratio:.4f}")
print(f"change of force if L changes by 0.005 eV: "
      f"{0.005 * dT / Tm * 1e3:.3f} meV")
print("--- statistical test model ---")
print(f"solid oscillator quantum: {quantum_solid * 1e3:.1f} meV")
print(f"liquid oscillator quantum: {quantum_liquid * 1e3:.2f} meV")
print(f"excited local states per atom: {n_excited:.0f}")
print(f"energy of excited local states: {e_excited:.2f} eV")
print(f"liquid energy shift: {energy_shift:.4f} eV")
print(f"heat-capacity difference at Tm: {delta_c(Tm) / k:.3f} k")
print(f"model driving force at 10 K: {model_force(dT) * 1e3:.4f} meV")
print(f"linear law minus model at 10 K: {model_error * 1e3:.4f} meV")
print(f"error at 20 K / error at 10 K: {error_ratio:.3f}")
print(f"linear law at 300 K: {driving_force(dT_large) * 1e3:.2f} meV")
print(f"model driving force at 300 K: {force_large * 1e3:.2f} meV")
print(f"heat-capacity integral at 300 K: {correction * 1e3:.2f} meV")
print(f"model temperature after reheating: {T_final:.2f} K")
print("--- neglected effects for silicon, rough inputs ---")
print(f"allowance for heat-capacity difference: {c_allowance / k:.1f} k")
print(f"bound on heat-capacity error: {bound * 1e3:.4f} meV")
print(f"liquid heat capacity: {c_liquid / k:.1f} k per atom")
print(f"frozen fraction that reheats melt to Tm: "
      f"{100 * frozen_fraction:.2f} percent")
print(f"force lost per 1 K of interface warming: {L / Tm * 1e3:.3f} meV")
print(f"solute fraction in melt: {solute:.3f}")
print(f"force lost to solute: {solute_loss * 1e3:.3f} meV")
print(f"melting-point drop from solute: {solute_shift:.3f} K")
print(f"interface energy: {gamma_SI:.1f} J/m2 = {gamma:.3f} eV/nm2")
print(f"atomic volume of solid: {v_solid:.3f} nm3")
print(f"atomic volume of liquid: {v_liquid:.3f} nm3")
print(f"crystal radius for curvature estimate: {radius:.0f} nm")
print(f"force lost to curvature: {curvature_loss * 1e3:.3f} meV")
print(f"critical radius: {r_critical:.1f} nm")
print(f"nucleation barrier: {barrier:.3e} eV")
print(f"nucleation barrier / kT: {barrier / (k * T):.2e}")
print(f"force change for +1 bar: {pressure_change * 1e3:.5f} meV")
print(f"melting-point shift for +1000 bar: {pressure_shift:.2f} K")
print("all tests passed")
```

It prints:

```
latent heat L: 0.52 eV per atom
melting point Tm: 1685 K
undercooling dT: 10 K
interface temperature T: 1675 K
entropy of fusion L/Tm: 0.3086 meV/K per atom
entropy of fusion in units of k: 3.58
T*L/Tm, entropy term at T: 0.51691 eV per atom
driving force L*dT/Tm: 3.086 meV per atom
driving force: 1.134e-04 hartree per atom
driving force / latent heat: 0.593 percent
thermal energy kT: 144.3 meV
driving force / kT: 0.0214
vapour pressure ratio liquid/solid: 1.0216
change of force if L changes by 0.005 eV: 0.030 meV
--- statistical test model ---
solid oscillator quantum: 50.0 meV
liquid oscillator quantum: 37.74 meV
excited local states per atom: 20
energy of excited local states: 0.30 eV
liquid energy shift: 0.3067 eV
heat-capacity difference at Tm: 0.879 k
model driving force at 10 K: 3.0838 meV
linear law minus model at 10 K: 0.0023 meV
error at 20 K / error at 10 K: 4.031
linear law at 300 K: 92.58 meV
model driving force at 300 K: 89.98 meV
heat-capacity integral at 300 K: 2.61 meV
model temperature after reheating: 1684.98 K
--- neglected effects for silicon, rough inputs ---
allowance for heat-capacity difference: 1.0 k
bound on heat-capacity error: 0.0026 meV
liquid heat capacity: 3.3 k per atom
frozen fraction that reheats melt to Tm: 0.55 percent
force lost per 1 K of interface warming: 0.309 meV
solute fraction in melt: 0.001
force lost to solute: 0.144 meV
melting-point drop from solute: 0.471 K
interface energy: 0.4 J/m2 = 2.497 eV/nm2
atomic volume of solid: 0.020 nm3
atomic volume of liquid: 0.018 nm3
crystal radius for curvature estimate: 1000 nm
force lost to curvature: 0.100 meV
critical radius: 32.4 nm
nucleation barrier: 1.095e+04 eV
nucleation barrier / kT: 7.59e+04
force change for +1 bar: -0.00125 meV
melting-point shift for +1000 bar: -4.04 K
all tests passed
```
